# Superradiance, Dark Modes and the Photonic Gap in Half-Wave Quantum Wells

## Result

Take \(N\) identical thin quantum wells, each with one bright exciton at frequency \(\omega_0\), spaced by half the wavelength of light in the host material. Let \(\Gamma_0\) be the radiative half width at half maximum of one well. Define

\[
g=\frac{\pi\Gamma_0N^2}{\omega_0},\qquad
\Delta=\sqrt{\frac{2\omega_0\Gamma_0}{\pi}} .
\]

For \(g\ll1\) one mode has half width \(N\Gamma_0\), and \(N-1\) modes do not radiate. In the ideal model below, the dark modes stay dark for every \(N\). The law that fails is the one for the bright mode. For large \(N\), its purely damped pole ceases to exist at

\[
g_c=\frac{2t^2}{\cosh^2t}\simeq0.878,\qquad t\tanh t=1,
\]

where it merges with a photon-like pole. The pair then separates in frequency and, as \(N\) grows further, approaches the edges \(\omega_0\pm\Delta\) of a photonic gap.

## Model and conventions

Light travels along \(z\), normal to the wells, with fields proportional to \(e^{-i\omega t}\). A decaying mode therefore has \(\operatorname{Im}\omega<0\), and its half width is \(-\operatorname{Im}\omega\). Amplitudes decay at this rate, populations at twice this rate. The host index \(n\) is constant, \(q=n\omega/c\), and the wells sit at \(z_j=jd\) with \(d=\pi c/(n\omega_0)\). The phase per period is

\[
qd=\frac{\pi\omega}{\omega_0}=\pi+x,\qquad x=\frac{\pi\delta}{\omega_0},\qquad \delta=\omega-\omega_0 .
\]

The model leaves out index contrast, disorder, nonradiative loss and electronic overlap between wells. It also requires wells much thinner than the wavelength.

The Bethe-Salpeter equation for one well supplies \(\omega_0\) and \(M^2\), the squared exciton transition dipole per area along the light polarization. Exchange of transverse photons is treated explicitly here, so it must not also be present in the Bethe-Salpeter kernel. Near resonance the dipole per area is

\[
P_j=\frac{M^2}{\hbar(\omega_0-\omega)}E(z_j). \tag{1}
\]

The antiresonant term, with denominator \(\omega_0+\omega\), has been dropped.

## From the wave equation to coupled wells

The sheets are sources in Maxwell's equation,

\[
E''+q^2E=-\mu_0\omega^2\sum_kP_k\,\delta_{\rm D}(z-z_k),
\]

where \(\delta_{\rm D}\) is the Dirac function. The outgoing solution of \(G''+q^2G=-\delta_{\rm D}(z)\) is \(G=(i/2q)e^{iq|z|}\): its slope jumps by \((i/2q)(2iq)=-1\), as required. Since \(\mu_0\omega^2/(2q)=\omega/(2\varepsilon_0nc)\),

\[
E(z)=E_{\rm in}(z)+\frac{i\omega}{2\varepsilon_0nc}\sum_ke^{iq|z-z_k|}P_k .
\]

Evaluate this at \(z_j\), insert it into (1), and replace the slowly varying prefactor \(\omega\) by \(\omega_0\):

\[
(\omega_0-\omega)P_j-i\Gamma_0\sum_ke^{iq|z_j-z_k|}P_k
=\frac{M^2}{\hbar}E_{\rm in}(z_j),\qquad
\Gamma_0=\frac{\omega_0M^2}{2\varepsilon_0nc\hbar}. \tag{2}
\]

For one well, \(P=(M^2/\hbar)E_{\rm in}/(\omega_0-\omega-i\Gamma_0)\). The field it sends backwards gives the reflection amplitude

\[
r=\frac{i\Gamma_0}{\omega_0-\omega-i\Gamma_0},
\]

which confirms that \(\Gamma_0\) is a half width at half maximum. This was tested against the optics of a very thin dielectric slab, where no sheet formula enters.

## Frozen phase: one bright mode

First set \(qd=\pi\) in the coupling, whatever \(\omega\) is. With \(s_j=(-1)^j\), we have \(e^{i\pi|j-k|}=s_js_k\). Without incident light, (2) becomes

\[
(\omega-\omega_0)P_j=-i\Gamma_0s_j\sum_ks_kP_k .
\]

The coupling has rank one. For \(P_j=s_j\) the sum is \(N\), so \(\omega=\omega_0-iN\Gamma_0\). Every vector with \(\sum_ks_kP_k=0\) has \(\omega=\omega_0\), and there are \(N-1\) independent vectors of this kind. In the bright mode neighbouring dipoles have opposite signs. The half-wave delay compensates for this sign, so all emitted waves add outside the stack.

The diagonal elements of the coupling are \(-i\Gamma_0\) for any spacing, so its trace fixes the total width at \(N\Gamma_0\). Half-wave spacing puts all of it into one mode. At quarter-wave spacing this cannot happen. For a normalized eigenvector \(v\), the width is \(\Gamma_0v^\dagger Cv\), with \(C_{jk}=\cos[q(z_j-z_k)]\); the remaining, sine part of the coupling is real symmetric and gives only a frequency shift. The cosine addition formula writes \(C\) as a sum of two rank-one matrices, built from the vectors \(\cos qz_j\) and \(\sin qz_j\). For even \(N\) at quarter-wave spacing these are orthogonal with squared norm \(N/2\), so no width exceeds \(N\Gamma_0/2\).

If one well is excited at \(t=0\), its overlap with the normalized bright vector \(s/\sqrt N\) has squared modulus \(1/N\). The exciton population is then

\[
1-\frac1N+\frac1Ne^{-2N\Gamma_0t}.
\]

Most of the excitation remains trapped. Only the fraction \(1/N\) leaves at the \(N\)-fold rate. For the whole excitation to do so, the phased bright state must be prepared.

## True phase: the dark modes survive

Now restore \(qd=\pi+x\), and write \(c_j=s_jP_j\). The homogeneous problem is \(A(\delta)c=0\), where

\[
A_{jk}(\delta)=-\delta\,\delta_{jk}-i\Gamma_0e^{ix|j-k|}. \tag{3}
\]

Here \(\delta_{jk}\) is the Kronecker symbol. At \(\delta=0\) the phase really is \(\pi\), so every vector with \(\sum_jc_j=0\) solves (3) at the real frequency \(\omega_0\). No frozen-phase approximation is involved.

The field shows why. Let \(C_m=\sum_{j\le m}c_j\). Between wells \(m\) and \(m+1\), wells on the left contribute \(e^{iqz}C_m\) and wells on the right contribute \(e^{-iqz}(-C_m)\), because the total sum vanishes. Hence

\[
E(z)\propto C_m(e^{iqz}-e^{-iqz})=2iC_m\sin qz .
\]

This is a standing wave with nodes at the wells. Outside the stack the amplitude is proportional to \(\sum_jc_j=0\). The dark modes thus contain light, but it does not leave.

It remains to show that \(\delta=0\) is a zero of order \(N-1\) and no higher. Let \(J\) be the matrix of ones and \(D_{jk}=|j-k|\). Expanding (3) gives

\[
A=-i\Gamma_0J-\delta B+O(\delta^2),\qquad
B=I-\frac{\pi\Gamma_0}{\omega_0}D .
\]

The distance \(|j-k|\) counts the gaps \(m\) that separate the two wells. Each gap contributes \(C_m\) times the sum on its other side, in two orders. For real \(c\) of zero sum,

\[
\sum_{jk}|j-k|c_jc_k=2\sum_mC_m(-C_m)=-2\sum_mC_m^2,
\]

and therefore

\[
c^TBc=\sum_jc_j^2+\frac{2\pi\Gamma_0}{\omega_0}\sum_mC_m^2>0 .
\]

So \(B\) is nonsingular on the dark subspace. On the uniform vector \(J\) gives \(N\), so the determinant of \(A\) starts as \((-iN\Gamma_0)(-\delta)^{N-1}\det B_{\rm dark}\). The order is \(N-1\) for any \(\Gamma_0/\omega_0>0\) in this model.

## The bright width before the gap

For small \(g\), project (3) on the uniform vector. Its mean of \(D\) is \(N^{-1}\sum_{jk}|j-k|=(N^2-1)/3\), so

\[
\delta=-i\Gamma_0\left[N+\frac{i\pi\delta}{\omega_0}\frac{N^2-1}{3}\right]
=-iN\Gamma_0+\frac{\pi\Gamma_0(N^2-1)}{3\omega_0}\delta .
\]

Inserting \(\delta=-iN\Gamma_0\) in the last term gives

\[
-\operatorname{Im}\delta=N\Gamma_0\left[1+\frac{\pi\Gamma_0(N^2-1)}{3\omega_0}+O(g^2)\right]. \tag{4}
\]

Mixing with other vectors and the next term of the exponential both enter at relative order \(g^2\). The width at first grows faster than \(N\).

The parameter \(g\) has a direct meaning. Light crosses the stack in about \(Nnd/c=\pi N/\omega_0\), and \(g\) is this time multiplied by \(N\Gamma_0\). The frozen phase treats the wells as if they communicated instantly, which is justified when the collective decay is slow compared with the crossing.

## The gap of a long stack

Equation (1) makes the slope of \(E\) jump at a well:

\[
E'_+-E'_-=-2qSE,\qquad S=\frac{\Gamma_0}{\omega_0-\omega}=-\frac{\Gamma_0}{\delta}.
\]

For the pair \((E,E'/q)\), one period is free propagation followed by this jump:

\[
\begin{pmatrix}1&0\\-2S&1\end{pmatrix}
\begin{pmatrix}\cos qd&\sin qd\\-\sin qd&\cos qd\end{pmatrix}.
\]

The determinant is one, so half the trace is \(\cos Kd\), with \(K\) the Bloch wave number:

\[
\cos Kd=\cos qd-S\sin qd=-\cos x-\frac{\Gamma_0}{\delta}\sin x . \tag{5}
\]

The last step uses \(\cos qd=-\cos x\) and \(\sin qd=-\sin x\). Propagation stops when the right side falls below \(-1\), that is, when \((\Gamma_0/\delta)\sin x>1-\cos x\). For \(\delta>0\), the half-angle formulas turn this into \(\Gamma_0/\delta>\tan(x/2)\). The edges satisfy

\[
\delta\tan\frac{\pi\delta}{2\omega_0}=\Gamma_0
\quad\Longrightarrow\quad
\delta\simeq\pm\Delta\qquad(\Gamma_0\ll\omega_0).
\]

As \(\delta\to0\), (5) tends to \(-(1+\pi\Gamma_0/\omega_0)\). In a stack much longer than \(\ell\) wells, the amplitude then falls to \(1/e\) over

\[
\ell=\left(\frac{2\pi\Gamma_0}{\omega_0}\right)^{-1/2}
\]

wells, to leading order. The dark modes sit at the centre of this gap without contradiction: they are standing waves with nodes at the wells, not waves that carry energy through the stack.

## Where the bright pole ends

For \(N\gg1\), let \(c_j\) become a smooth function \(a(\xi)\), \(0<\xi<1\), and set

\[
u=\frac{\pi N\delta}{\omega_0}.
\]

In (3), \(x|j-k|\) becomes \(u|\xi-\xi'|\), and the sum becomes \(N\) times an integral. Multiplication by \(\pi N/\omega_0\) gives

\[
ua(\xi)=-ig\int_0^1e^{iu|\xi-\xi'|}a(\xi')\,d\xi' . \tag{6}
\]

Call the integral \(F\). Then \(F''+u^2F=2iua\), while (6) says \(F=iua/g\). For \(u\ne0\), which sets the dark modes aside,

\[
a''+(u^2-2g)a=0,\qquad a'(1)=iua(1),\qquad a'(0)=-iua(0).
\]

The end conditions state that the field leaves the stack. With \(\kappa^2=u^2-2g\), the even solution \(\cos[\kappa(\xi-\tfrac12)]\) requires

\[
-\kappa\tan\frac\kappa2=iu . \tag{7}
\]

A purely damped mode has \(u=-iy\), \(y>0\). Put \(\kappa=i\eta\), so that \(\eta^2=y^2+2g\). Equation (7) becomes \(y=\eta\tanh(\eta/2)\), and eliminating \(y\) gives

\[
\eta^2\left(1-\tanh^2\frac\eta2\right)=2g
\quad\Longrightarrow\quad
\frac{\eta}{\cosh(\eta/2)}=\sqrt{2g}. \tag{8}
\]

Odd modes would need \(y=\eta\coth(\eta/2)>\eta\), which contradicts \(\eta^2>y^2\), so they supply no damped solution.

The left side of (8) rises from zero, has one maximum and falls again. Below the maximum there are two solutions. The smaller has \(\eta^2\simeq2g\) and \(y\simeq g\): it is the superradiant mode, since \(y=g\) means \(-\operatorname{Im}\delta=N\Gamma_0\). The other has \(y\to\infty\) as \(g\to0\): it is a very short-lived photon-like mode. They meet where \(1/\eta=\tfrac12\tanh(\eta/2)\). With \(\eta=2t\) this is \(t\tanh t=1\), which gives the stated \(g_c\) and

\[
N_c=\sqrt{\frac{g_c\omega_0}{\pi\Gamma_0}}=\sqrt{2g_c}\,\ell,\qquad
y_c=2t\tanh t=2 .
\]

At the merging the width is \(2/g_c\) times \(N\Gamma_0\). Beyond it (8) has no real solution, and the two poles acquire opposite frequency shifts. The exactly damped pole and the exact merging rest on the symmetry \(\delta\to-\delta^*\) of (3), which comes from fixing the prefactor at \(\omega_0\) and dropping the antiresonant term. With these terms restored the two poles pass close to each other near \(N_c\) instead of coinciding. Thus \(N_c\) is comparable to the penetration depth at the gap centre. Exactly at \(\omega_0\) even a single lossless well reflects all the light; what a long stack adds is strong reflection across the whole gap.

## Very many wells

For \(g\gg1\), the lowest edge mode has \(\kappa=\pi+\epsilon\) with small \(\epsilon\). Then \(\tan(\kappa/2)\simeq-2/\epsilon\), and (7) gives \(2\pi/\epsilon\simeq iu\), or \(\epsilon\simeq-2\pi i/u\). Therefore

\[
u^2=2g+\kappa^2\simeq2g+\pi^2-\frac{4\pi^2i}{u}.
\]

The real part gives \(|\operatorname{Re}\delta|\simeq\sqrt{\Delta^2+(\omega_0/N)^2}\). The imaginary part gives \(-\operatorname{Im}u\simeq2\pi^2/(2g)\), hence

\[
-\operatorname{Im}\delta\simeq\frac{\omega_0}{\pi N}\frac{\pi^2}{g}
=\frac{\omega_0^2}{\Gamma_0N^3}. \tag{9}
\]

Adding wells now makes this mode live longer, the reverse of superradiance.

## Reflection

Write \(E=a_++a_-\) and \(E'=iq(a_+-a_-)\). Continuity of \(E\) and the slope jump give the matrix of one sheet for \((a_+,a_-)\):

\[
\begin{pmatrix}1+iS&iS\\-iS&1-iS\end{pmatrix}.
\]

Let \(W\) be this matrix followed by propagation over \(d\). Since \(\det W=1\), it satisfies \(W^2=2\cos(Kd)\,W-I\), and repeated use gives

\[
W^N=\frac{\sin NKd}{\sin Kd}W-\frac{\sin(N-1)Kd}{\sin Kd}I .
\]

With no wave incident from the right, \(r=-(W^N)_{21}/(W^N)_{22}\) and \(|t_N|=1/|(W^N)_{22}|\), where \(t_N\) is the transmission amplitude. The ratio of reflectivity to transmission is thus

\[
\frac{R}{T}=S^2\left|\frac{\sin NKd}{\sin Kd}\right|^2 .
\]

For small \(x\), (5) gives \(Kd=\pi+\kappa/N\) with the same \(\kappa\) as before. Since \(N|S|=g/|u|\), half reflection, \(R=T\), occurs at

\[
\frac gu\left|\frac{\sin\kappa}{\kappa}\right|=1,\qquad u>0. \tag{10}
\]

For small \(g\), \(u=g\), which is the half width \(N\Gamma_0\). For \(g>2\), the left side exceeds one throughout the gap, because there \(|\sin\kappa/\kappa|\ge1\) and \(g/u\ge\sqrt{g/2}\). It vanishes at \(\kappa=\pi\). The half width of the central peak, set by the first solution of (10), therefore lies between \(\Delta\) and \(\sqrt{\Delta^2+(\omega_0/N)^2}\), and tends to \(\Delta\). In very long stacks, side lobes farther out can also exceed one half.

## Worked example

Take round parameters: \(\hbar\omega_0=1.5\) eV, \(\hbar\Gamma_0=0.030\) meV and \(n=3.5\), so \(\Gamma_0/\omega_0=2\times10^{-5}\). The spacing is 118.1 nm, and (2) corresponds to \(M^2/e^2=1.53\times10^{-3}\). The population lifetime of one well is \(1/(2\Gamma_0)=11.0\) ps. The gap follows from

\[
\hbar\Delta=\sqrt{2(1500)(0.030)/\pi}\ \text{meV}=5.35\ \text{meV},
\]

a full gap of 10.7 meV. This is the gap due to the excitons alone. Wells 10 nm thick with index 3.6 in a host of index 3.5 would open a gap of about 7 meV even without excitons, so a calculation for a real stack must include the index contrast. In the ideal model the penetration depth is \(\ell=89.2\) wells, and

\[
N_c=\sqrt{0.87846/(\pi\times2\times10^{-5})}=118.2 .
\]

The discrete transfer matrices have their last purely damped bright pole at \(N=118\). If the prefactor \(\omega\) and the antiresonant term are kept, the two poles at \(N=118\) already have shifts of about \(-0.17\) and \(+0.22\) meV, and at \(N=119\) their half widths are 7.88 and 8.10 meV instead of 7.99 meV for both; the bright-pole width at \(N=100\) does not change to the digits shown. Half widths in meV are:

| \(N\) | \(N\hbar\Gamma_0\) | bright pole | reflection |
|---:|---:|---:|---:|
| 10 | 0.300 | 0.301 | 0.301 |
| 50 | 1.500 | 1.587 | 1.573 |
| 100 | 3.000 | 4.101 | 3.391 |

At \(N=100\) the pole is 37 percent wider than \(N\Gamma_0\), but the reflection peak is only 13 percent wider. A pole width should no longer be read off the half maximum.

Beyond the merging, the followed pole has half width 3.17 meV at \(N=200\), 0.427 meV at 500 and 0.0675 meV at 1000. Its shifts are 6.41, 5.94 and 5.54 meV, so here it approaches the edge from outside, as the large-\(N\) formula requires. At \(N=1000\), (9) gives 0.075 meV, about 11 percent above the computed width; at \(N=5000\) the difference is about 0.5 percent. The reflection half width is 5.50 meV at \(N=1000\) and 5.36 meV at \(N=5000\): it has saturated at the gap.

The number of dark modes was tested by counting zeros of \(\det A\) for six wells. Five lie within \(3\Gamma_0\) of \(\omega_0\) for \(\Gamma_0/\omega_0=10^{-4}\), and five within \(\Gamma_0\) for \(10^{-2}\), where \(g=1.13\) exceeds \(g_c\). The count does not resolve their position inside these circles; that they lie exactly at \(\omega_0\) follows from the derivation above. Further values are in the numerical output.

## Use and limits

For \(g\ll1\), diagonalizing the frozen coupling is sufficient. Otherwise the frequency must be kept in the phase, and radiating poles are zeros of \((W^N)_{22}\) at complex \(\omega\). The variable \(u\) keeps the search well scaled. At \(\delta=0\) the sheet matrix diverges, so the dark modes should be taken from (3).

A common nonradiative amplitude rate \(\gamma\) replaces \(\omega_0\) by \(\omega_0-i\gamma\) in the frozen problem and adds \(\gamma\) to every half width; there the dark modes decay without radiating. With the true phase this is only approximate, and good for \(g\ll1\). In a longer stack a dark mode can be partly light. Since only its exciton part is lossy, it then decays more slowly than \(\gamma\), and it also radiates, though only weakly if \(\pi N\gamma/\omega_0\ll1\). A small spacing error changes the frozen phase to \(\pi+\theta\). To first order this adds \(\Gamma_0\theta D\) to the frequency matrix. It is real symmetric, so within the dark subspace it shifts frequencies, and radiative widths start at order \(\theta^2\). This expansion needs \(N|\theta|\ll1\). Unequal exciton energies also mix dark and bright modes, so the darkness shown here belongs to identical wells. The \(N\)-fold width needs an energy spread well below \(N\hbar\Gamma_0\): for ten wells with \(N\hbar\Gamma_0=0.3\) meV, random energies with a standard deviation of 0.3 meV reduce the largest width to about half on average.

## Computed values

```
exciton energy = 1.500 eV; one-well half width = 0.0300 meV
host index = 3.50; Gamma0/omega0 = 2.000e-05
well spacing = 118.08 nm
squared dipole per area / e^2 = 1.5267e-03
one-well population lifetime = 10.970 ps
N=10, half-wave: largest width = 10.0000 Gamma0
N=10, half-wave: largest dark width = 2.5e-16 Gamma0
N=10, quarter-wave: largest width = 3.6779 Gamma0
N=10, one well excited: fraction kept = 0.9000
N=6, Gamma0/omega0=1e-4: dark modes = 5, with bright = 6
N=6, Gamma0/omega0=1e-2 (past merging): dark modes = 5
N=20: relative excess over N*Gamma0 = 0.00848, first-order formula = 0.00836
gap half width: formula = 5.3524 meV, unit cell = 5.3523 meV
full gap = 10.705 meV
amplitude 1/e depth at gap centre = 89.21 wells
merging: t = 1.19968, critical g = 0.87846, critical N = 118.24
last N with a purely damped bright pole = 118
width at merging / (N*Gamma0) = 2.2767
N=1: g = 0.00006, bright pole half width = 0.0300 meV, N*Gamma0 = 0.0300 meV
N=10: g = 0.00628, bright pole half width = 0.3006 meV, N*Gamma0 = 0.3000 meV
N=50: g = 0.15708, bright pole half width = 1.5869 meV, N*Gamma0 = 1.5000 meV
N=100: g = 0.62832, bright pole half width = 4.1014 meV, N*Gamma0 = 3.0000 meV
N=118: g = 0.87487, bright pole half width = 7.4790 meV, N*Gamma0 = 3.5400 meV
N=150: pole shift = +/-5.4411 meV, half width = 5.3706 meV
N=200: pole shift = +/-6.4096 meV, half width = 3.1670 meV
N=500: pole shift = +/-5.9368 meV, half width = 0.4265 meV
N=1000: pole shift = +/-5.5412 meV, half width = 0.0675 meV
N=5000: pole shift = +/-5.3607 meV
N=5000: half width = 5.9723e-04 meV, 1/N^3 law = 6.0000e-04 meV
N=1: reflection half width = 0.0300 meV, envelope formula = 0.0300 meV
N=10: reflection half width = 0.3006 meV, envelope formula = 0.3006 meV
N=50: reflection half width = 1.5728 meV, envelope formula = 1.5728 meV
N=100: reflection half width = 3.3905 meV, envelope formula = 3.3906 meV
N=200: reflection half width = 5.5775 meV, envelope formula = 5.5775 meV
N=500: reflection half width = 5.7379 meV, envelope formula = 5.7379 meV
N=1000: reflection half width = 5.4985 meV, envelope formula = 5.4985 meV
N=5000: reflection half width = 5.3602 meV, envelope formula = 5.3602 meV
```
